# Reduced matrix elements of [C^ν × σ]^L between spinor harmonics, part 2

The problem is to find the matrix elements needed for the current interaction of two atomic electrons, the Breit operator. In atomic units (lengths in $a_0$, energies in hartree, $c$ the speed of light),

$$
B=-\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})\right].\tag{1}
$$

$$
\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}=\sum_{\nu L}(-1)^{\nu+1-L}\frac{r_<^\nu}{r_>^{\nu+1}}\sum_M(-1)^M[C^\nu\times\alpha]^L_M(1)\,[C^\nu\times\alpha]^L_{-M}(2).\tag{2}
$$

Here $C^\nu_m=\sqrt{4\pi/(2\nu+1)}\,Y_{\nu m}$, and $c\boldsymbol\alpha$ is the electron velocity operator. The matrix $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks, so the angular problem is that of

$$
T^{\nu L}_M=\sum_{mq}\langle\nu m,1q|LM\rangle\,C^\nu_m\,\sigma_q ,\qquad \nu=L-1,\;L,\;L+1,\tag{3}
$$

with Condon–Shortley phases and spherical components $\sigma_q$. With $\alpha_q$ for $\sigma_q$ this is $[C^\nu\times\alpha]^L_M$.

The spinor harmonic $\chi_{\kappa m}$ has $j=|\kappa|-\tfrac12$, with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. With $\mathbf L=-i\,\mathbf r\times\nabla$ and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$,

$$
K\chi_{\kappa m}=\kappa\chi_{\kappa m},\qquad K=-1-\boldsymbol\sigma\cdot\mathbf L.\tag{5}
$$

$$
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}.\tag{8}
$$

$$
K\sigma_r=-\sigma_rK.\tag{9}
$$

Reduced elements are defined by

$$
\langle\kappa m|T_{LM}|\kappa'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&L&j'\\-m&M&m'\end{pmatrix}\langle\kappa\|T_L\|\kappa'\rangle .\tag{6}
$$

For $C^L$ the result is

$$
\langle\kappa\|C^L\|\kappa'\rangle=(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}\begin{pmatrix}j&j'&L\\-\frac12&\frac12&0\end{pmatrix}\tag{10}
$$

for $l+L+l'$ even, and zero otherwise. Also

$$
\langle-\kappa\|C^L\|-\kappa'\rangle=\langle\kappa\|C^L\|\kappa'\rangle .\tag{11}
$$

With $S=\sigma_rC^L_M$ and $G=r\,\boldsymbol\sigma\cdot(\nabla C^L_M)$,

$$
\boldsymbol\sigma\cdot(\mathbf LC^L_M)=\sqrt{L(L+1)}\;T^{LL}_M .\tag{12}
$$

$$
G+L\,S=\sqrt{L(2L-1)}\;T^{L-1,L}_M,\tag{13}
$$

$$
G-(L+1)S=\sqrt{(L+1)(2L+3)}\;T^{L+1,L}_M .\tag{14}
$$

Equations (12) and (13) apply for $L\ge1$, and (14) also for $L=0$. We now take these operators between the bra $\chi_\kappa$ and the ket $\chi_{-\kappa'}$, the pairing of large and small components made by $\boldsymbol\alpha$.

### 7. The factor for $\nu=L$

For any function $\psi$ the product rule gives $\mathbf L(C^L\psi)=(\mathbf LC^L)\psi+C^L\mathbf L\psi$. Since $C^L$ commutes with $\boldsymbol\sigma$,

$$
\boldsymbol\sigma\cdot(\mathbf LC^L)=[\boldsymbol\sigma\cdot\mathbf L,C^L]=-[K,C^L].
$$

In the commutator $K$ acts to the left with eigenvalue $\kappa$ and to the right with eigenvalue $-\kappa'$:

$$
-\langle\kappa|KC^L-C^LK|-\kappa'\rangle=-(\kappa+\kappa')\langle\kappa|C^L|-\kappa'\rangle .
$$

Dividing by the constant in (12), we have for $L\ge1$

$$
\boxed{\langle\kappa\|T^{LL}\|-\kappa'\rangle=-\frac{\kappa+\kappa'}{\sqrt{L(L+1)}}\,\langle\kappa\|C^L\|-\kappa'\rangle}\tag{15}
$$

The factor is the difference of two eigenvalues of $K$. It vanishes for $\kappa'=-\kappa$, where bra and ket lie in the same eigenspace of $K$. This zero can occur when parity and the triangle rule allow the element. For instance, $\kappa=-2$, $\kappa'=2$ and $L=2$ give $\langle-2\|C^2\|-2\rangle\ne0$ but $\langle-2\|T^{22}\|-2\rangle=0$.

### 8. The factors for $\nu=L\pm1$

First rewrite $\boldsymbol\sigma\cdot\nabla$. The Pauli product rule gives

$$
\sigma_r\,\boldsymbol\sigma\cdot\nabla=\partial_r+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\nabla)=\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r},
$$

because $\hat{\mathbf r}\times\nabla=i\mathbf L/r$. Multiplying by $\sigma_r$ and inserting $-\boldsymbol\sigma\cdot\mathbf L=1+K$, we find

$$
\boldsymbol\sigma\cdot\nabla=\sigma_r\left(\partial_r+\frac{1+K}{r}\right).\tag{16}
$$

Acting on functions of angle alone, the derivative $\partial_r$ drops out. The product rule then turns $G$ into a commutator:

$$
G=[r\boldsymbol\sigma\cdot\nabla,C^L]=\sigma_r(1+K)C^L-C^L\sigma_r(1+K).
$$

In the first term $\sigma_r(1+K)=(1-K)\sigma_r$, and the bra supplies $K=\kappa$. In the second term the ket supplies $K=-\kappa'$. Since $\sigma_r$ commutes with $C^L$,

$$
\langle\kappa|G|-\kappa'\rangle=[(1-\kappa)-(1-\kappa')]\langle\kappa|C^L\sigma_r|-\kappa'\rangle=(\kappa'-\kappa)\langle\kappa|C^L\sigma_r|-\kappa'\rangle .
$$

Finally $\sigma_r\chi_{-\kappa'}=-\chi_{\kappa'}$, which reverses the sign:

$$
\langle\kappa|G|-\kappa'\rangle=(\kappa-\kappa')\langle\kappa|C^L|\kappa'\rangle,\qquad
\langle\kappa|S|-\kappa'\rangle=-\langle\kappa|C^L|\kappa'\rangle .
$$

Insertion in (13) and (14) gives

$$
\boxed{\langle\kappa\|T^{L-1,L}\|-\kappa'\rangle=\frac{\kappa-\kappa'-L}{\sqrt{L(2L-1)}}\,\langle\kappa\|C^L\|\kappa'\rangle}\tag{17}
$$

$$
\boxed{\langle\kappa\|T^{L+1,L}\|-\kappa'\rangle=\frac{\kappa-\kappa'+L+1}{\sqrt{(L+1)(2L+3)}}\,\langle\kappa\|C^L\|\kappa'\rangle}\tag{18}
$$

The first holds for $L\ge1$, the second for $L\ge0$. The shifts $-L$ and $L+1$ come from the radial parts of the two gradients.

### 9. Labels and parity

The sum $\kappa+\kappa'$ in (15) belongs to a ket labelled $-\kappa'$. For a ket $\chi_{\kappa'}$, replace $\kappa'$ by $-\kappa'$ on both sides. The factor for $\nu=L$ is then $\kappa'-\kappa$, and those for $\nu=L\mp1$ are $\kappa+\kappa'-L$ and $\kappa+\kappa'+L+1$. A statement that the factor is a sum or a difference is incomplete until the label of the ket is given.

As an example take $\boldsymbol\sigma=T^{01}$ between two $s_{1/2}$ spinors, $\kappa=\kappa'=-1$. The factor is $-1-1-1=-3$. By (10), with the $3j$ symbol equal to $1/\sqrt6$, $\langle-1\|C^1\|1\rangle=-2/\sqrt6$. Hence

$$
\langle-1\|\sigma\|-1\rangle=(-3)\left(-\frac{2}{\sqrt6}\right)=\sqrt6 .\tag{19}
$$

For $m=m'=\tfrac12$ and $M=0$, (6) multiplies this by $1/\sqrt6$. The result is 1, as it must be for $\sigma_z$ in a spin-up state.

The elements on the right of (15) and of (17), (18) have opposite parity rules, since $\kappa'$ and $-\kappa'$ have orbital momenta that differ by one. For given orbitals and given $L$, either $\nu=L$ can contribute or $\nu=L\pm1$ can. The first is the magnetic type of multipole, the second the electric type.

### 10. Radial integrals with Dirac orbitals

Write a Dirac orbital as

$$
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa m}\end{pmatrix},
$$

with real $P$ and $Q$. Let $f(r)$ be a radial function. The matrix $\boldsymbol\alpha$ joins upper to lower components, and complex conjugation turns the $i$ of the bra into $-i$:

$$
\begin{aligned}
\langle a\|f[C^\nu\times\alpha]^L\|b\rangle=i\int_0^\infty f\big(&P_aQ_b\langle\kappa_a\|T^{\nu L}\|-\kappa_b\rangle\\
&-Q_aP_b\langle-\kappa_a\|T^{\nu L}\|\kappa_b\rangle\big)dr .
\end{aligned}
$$

The second angular element follows from the first by changing the signs of both $\kappa_a$ and $\kappa_b$. By (11), the element of $C^L$ remains the same. For $\nu=L$ the factor $\kappa_a+\kappa_b$ changes sign, which cancels the minus sign in front of $Q_aP_b$:

$$
\langle a\|f[C^L\times\alpha]^L\|b\rangle=-i\,\frac{\kappa_a+\kappa_b}{\sqrt{L(L+1)}}\langle\kappa_a\|C^L\|-\kappa_b\rangle\int_0^\infty f\,(P_aQ_b+Q_aP_b)\,dr .\tag{20}
$$

For $\nu=L\pm1$ the difference changes sign but the shift does not. With $\Delta=\kappa_a-\kappa_b$,

$$
\begin{aligned}
\langle a\|f[C^{L-1}\times\alpha]^L\|b\rangle={}&\frac{i\,\langle\kappa_a\|C^L\|\kappa_b\rangle}{\sqrt{L(2L-1)}}\\
&\times\int_0^\infty f\,[(\Delta-L)P_aQ_b+(\Delta+L)Q_aP_b]\,dr,
\end{aligned}\tag{21}
$$

$$
\begin{aligned}
\langle a\|f[C^{L+1}\times\alpha]^L\|b\rangle={}&\frac{i\,\langle\kappa_a\|C^L\|\kappa_b\rangle}{\sqrt{(L+1)(2L+3)}}\\
&\times\int_0^\infty f\,[(\Delta+L+1)P_aQ_b+(\Delta-L-1)Q_aP_b]\,dr .
\end{aligned}\tag{22}
$$

For $a=b$ both integrands of electric type vanish: $\Delta=0$, and the two products cancel. A single orbital with real $P$ and $Q$ has current multipoles of magnetic type only.

**Magnetic moment in the slow limit.** For $a=b$, $L=1$ and $f=r$, (20) contains $2\int rPQ\,dr$. When the kinetic and potential energies are small compared with $c^2$, the radial equation (25) below gives $Q\simeq(P'+\kappa P/r)/2c$. Then

$$
2\int_0^\infty rPQ\,dr\simeq\frac1c\int_0^\infty(rPP'+\kappa P^2)\,dr=\frac{\kappa-\frac12}{c},
$$

by partial integration and normalization. Moreover $r[C^1\times\alpha]^1=(i/\sqrt2)\,\mathbf r\times\boldsymbol\alpha$. Multiplying (20) by $\sqrt2/i$ therefore gives

$$
\langle a\|\mathbf r\times\boldsymbol\alpha\|a\rangle\simeq-\frac{2\kappa(\kappa-\frac12)}{c}\,\langle\kappa\|C^1\|-\kappa\rangle .
$$

For an $s$ orbital this is $(-3/c)(-2/\sqrt6)=\sqrt6/c$, which by (19) is the reduced element of $\boldsymbol\sigma/c$. Hence $\tfrac12\mathbf r\times c\boldsymbol\alpha$ acts as $\boldsymbol\sigma/2$, the full spin operator. An orbital current would carry half of its angular momentum, so the spin gyromagnetic factor is 2.

### 11. Use in the Breit and recoil operators

In (2), $f(r_1)$ is the integral over $r_2$ of $r_<^\nu/r_>^{\nu+1}$ with the radial products of the second electron. The weights in (20) to (22) then apply to each electron separately.

The rest of the Breit operator needs no new angular element. From $\partial_i\partial_jr_{12}=(\delta_{ij}-\hat r_i\hat r_j)/r_{12}$ and $\nabla_2=-\nabla_1$ it follows that

$$
B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12},
$$

where the gradients act on $r_{12}$ alone. The angular expansion of $r_{12}$ consists of radial functions times $C^L(1)\cdot C^L(2)$. The gradient of $g(r)C^L$, contracted with $\boldsymbol\sigma$, is $g'S+gG/r$. By (13) and (14) it contains $\nu=L\pm1$ and no $\nu=L$.

If particle 2 is a slow nucleus at the origin, its velocity replaces $c\boldsymbol\alpha_2$ in (1), and the operator is multiplied by $-Z$, because the product of the two charges is now $-Z$ instead of $+1$. The electron then enters through $[\boldsymbol\alpha+\hat{\mathbf r}(\boldsymbol\alpha\cdot\hat{\mathbf r})]/r$. For $L=1$, subtracting (14) from (13) gives $3S=T^{01}-\sqrt{10}\,T^{21}$. The spherical components of $\hat{\mathbf r}$ are $C^1_M$, so

$$
\left[\boldsymbol\sigma+\hat{\mathbf r}\,\sigma_r\right]_M=\tfrac43T^{01}_M-\tfrac{\sqrt{10}}3T^{21}_M .\tag{23}
$$

### 12. A relation between current and charge

The weights in (21) and (22) can be compared with a different route. Let $h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$ with a local potential $V(r)$, and let $\phi(\mathbf r)$ be a function of position. Then $[h,\phi]=-ic\,\boldsymbol\alpha\cdot\nabla\phi$, and between eigenstates

$$
\langle a|\boldsymbol\alpha\cdot\nabla\phi|b\rangle=\frac ic(E_a-E_b)\langle a|\phi|b\rangle .\tag{24}
$$

The choice $\phi=r^LC^L$ makes the left side $\sqrt{L(2L-1)}$ times (21) with $f=r^{L-1}$. The choice $\phi=r^{-L-1}C^L$ makes it $\sqrt{(L+1)(2L+3)}$ times (22) with $f=r^{-L-2}$. Relation (24) fails in general if $V$ is non-local, as the Hartree–Fock exchange potential is, because $V$ then does not commute with $\phi$ and the element $\langle a|[V,\phi]|b\rangle$ must be added to that of $-ic\,\boldsymbol\alpha\cdot\nabla\phi$. It also needs the boundary term, proportional to $\phi(P_aQ_b-Q_aP_b)$, to vanish at the origin.

### 13. Example: $1s_{1/2}$ and $2p_{3/2}$ at $Z=50$

Take one electron in the field of a fixed point charge with the round value $Z=50$. Nuclear size and radiative effects are left out. Applying (16) to $\psi$ gives the radial equations

$$
c\left(P'+\frac\kappa rP\right)=(E-V+c^2)Q,\qquad -c\left(Q'-\frac\kappa rQ\right)=(E-V-c^2)P .\tag{25}
$$

For $\kappa=-n$ and $V=-Z/r$ try $P=Ar^\gamma e^{-\lambda r}$ and $Q=Br^\gamma e^{-\lambda r}$. The terms in $1/r$ give $c(\gamma-n)A=ZB$ and $-c(\gamma+n)B=ZA$. The constant terms give $-c\lambda A=(E+c^2)B$ and $c\lambda B=(E-c^2)A$. All four are satisfied by

$$
\gamma=\sqrt{n^2-\frac{Z^2}{c^2}},\quad \lambda=\frac Zn,\quad E=\frac{c^2\gamma}n,\quad \frac BA=-\sqrt{\frac{n-\gamma}{n+\gamma}} .
$$

Here $a$ is $1s_{1/2}$ with $\kappa_a=-1$, and $b$ is $2p_{3/2}$ with $\kappa_b=-2$. With $c=137.036$, $\gamma_a=0.93106$ and $\gamma_b=1.96644$. The energies without the rest energy are $-1294.626$ and $-315.144$ hartree, so $E_a-E_b=-979.482$ hartree.

With both orbitals normalized to $\int(P^2+Q^2)dr=1$, every radial integral is a Gamma function:

$$
\int_0^\infty r^pP_aQ_b\,dr=A_aB_b\,\frac{\Gamma(\gamma_a+\gamma_b+p+1)}{(\lambda_a+\lambda_b)^{\gamma_a+\gamma_b+p+1}} .
$$

The integral of $r^pQ_aP_b$ has $B_aA_b$ in front. The ratio of the two, about 2.05, is therefore the same for all $p$. It tends to 2 for small $Z/c$, where $B/A\simeq-Z/(2nc)$.

For the angular elements, the $3j$ symbol in (10) has two components with $M=0$ of equal square, so its square is $1/[2(2L+1)]$. The phase convention gives $+1/\sqrt6$ for $L=1$ and $-1/\sqrt{10}$ for $L=2$. With the prefactor $-\sqrt8$, $\langle-1\|C^1\|-2\rangle=-1.15470$ and $\langle-1\|C^2\|2\rangle=0.89443$.

**Electric dipole, $\nu=0$, $f=1$.** The integrals of $P_aQ_b$ and $Q_aP_b$ are $-0.042626$ and $-0.087555$. Since $\Delta=1$, their weights in (21) are 0 and 2:

$$
\frac1i\langle a\|\alpha\|b\rangle=-1.15470\times2\times(-0.087555)=0.20220 .
$$

The first weight vanishes because $P_a$ goes with an $s$ spinor and $Q_b$ with a $d$ spinor. The operator $\boldsymbol\sigma$ acts on spin alone and cannot connect them.

**Electric dipole, $\nu=2$, $f=r^{-3}$.** The integrals are $-3644.37$ and $-7485.61\,a_0^{-3}$, with weights 3 and $-1$. The amplitude divided by $i$ is

$$
\frac{-1.15470}{\sqrt{10}}\,[3(-3644.37)+7485.61]=1258.8\,a_0^{-3}.
$$

The integrand behaves as $r^{-0.10}$ at the origin, and the integral converges. For $2p_{1/2}$ in place of $2p_{3/2}$ the power would be $2\gamma_a-3=-1.14$, since the leading power at the origin depends on $\kappa^2$. The point-charge integral would then diverge.

**Magnetic quadrupole, $\nu=L=2$, $f=r^2$.** The integrals are $-1.44648\times10^{-4}$ and $-2.97109\times10^{-4}\,a_0^2$. By (20) the amplitude divided by $i$ is

$$
\frac{3}{\sqrt6}\times0.89443\times(-4.41757\times10^{-4})=-4.8392\times10^{-4}\,a_0^2 .
$$

**The two sides of (24).** For $\phi=rC^1$ the right side needs $\langle a\|\phi\|b\rangle=\langle-1\|C^1\|-2\rangle\int r(P_aP_b+Q_aQ_b)dr=-0.028289\,a_0$. Divided by $i$, the right side is $(-979.482/137.036)(-0.028289)=0.20220$, equal to the amplitude for $\nu=0$. For $\phi=r^{-2}C^1$ the scalar element is $-556.944\,a_0^{-2}$, and the right side is $3980.8\,a_0^{-3}$. The left side is $\sqrt{10}\times1258.8$, the same value within rounding. The left sides contain large–small products and the right sides large–large and small–small products, so the agreement depends on the weights $\Delta-L$, $\Delta+L$, $\Delta+L+1$ and $\Delta-L-1$.

Numerical values quoted here were computed with a short program.
